# Franz two-band tunnelling exponent of a triangular barrier and its Fowler-Nordheim limit: verification in Python

```python
# Result under test: tunnelling exponent of a triangular barrier in a dielectric
# whose gap states obey the equal-mass Franz relation
#     hbar^2 kappa^2 = 2 m depth (1 - depth/gap),
# namely S = 4 sqrt(2m) barrier^(3/2) / (3 hbar field) * G(barrier/gap),
#     G(u) = 3 [asin(sqrt u) - (1-2u) sqrt(u(1-u))] / (8 u^(3/2)),
# with G -> 1 (parabolic Fowler-Nordheim) as gap -> infinity at fixed mass.
# depth: energy below the local conduction edge (eV); barrier: depth at the
# cathode (eV); field: force on the electron (eV/nm; 1 eV/nm = 10 MV/cm);
# mass: band-edge mass in electron masses; lengths in nm.
# Transmission is exp(-S) apart from a prefactor.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

H2M = const.hbar**2 / (2 * const.m_e) / const.e * 1e18    # hbar^2/2m_e, eV nm^2
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9   # e^2/4 pi eps0, eV nm
KB = const.k / const.e                                    # eV/K


def gap_factor(u):
    root = np.sqrt(u * (1 - u))
    return 3 * (np.arcsin(np.sqrt(u)) - (1 - 2 * u) * root) / (8 * u**1.5)


def parabolic_exponent(barrier, mass, field):
    return 4 * np.sqrt(mass / H2M) * barrier**1.5 / (3 * field)


def franz_exponent(barrier, gap, mass, field):
    return parabolic_exponent(barrier, mass, field) * gap_factor(barrier / gap)


def franz_kappa(depth, gap, mass):
    return np.sqrt(max(mass / H2M * depth * (1 - depth / gap), 0.0))


def interband_velocity(gap, mass):
    """hbar*v of the two-band Hamiltonian, eV nm."""
    return np.sqrt(gap * H2M / mass)


def kappa_from_generator(depth, gap, mass):
    """Decay constant as an eigenvalue of the two-band envelope equation."""
    hv = interband_velocity(gap, mass)
    generator = 1j / hv * np.array([[0, gap - depth], [-depth, 0]])
    return np.linalg.eigvals(generator).real.max()


def two_band_log_transmission(barrier, gap, mass, field, electrode_energy):
    """ln T by integrating the two-band wave equation back from the outgoing wave."""
    hv = interband_velocity(gap, mass)
    excess = 12.0                      # kinetic energy where integration starts, eV
    x_start = (barrier + excess) / field

    def derivative(x, psi):
        above_edge = field * x - barrier
        return [1j * (above_edge + gap) * psi[1] / hv,
                1j * above_edge * psi[0] / hv]

    ratio_out = np.sqrt(excess / (excess + gap))
    ratio_in = np.sqrt(electrode_energy / (electrode_energy + gap))
    solution = solve_ivp(derivative, (x_start, 0.0),
                         np.array([1, ratio_out], dtype=complex),
                         method="DOP853", rtol=1e-9, atol=1e-11)
    assert solution.success
    upper, lower = solution.y[:, -1]
    incident = (upper + lower / ratio_in) / 2
    return np.log(ratio_out / ratio_in) - 2 * np.log(abs(incident))


# ---- example inputs: rough values for a TaN gate on a wide-gap gate oxide ----
barrier, gap, mass = 3.6, 9.0, 0.55
thickness, field = 6.0, 0.8
electrode_energy = 5.0
valence_mass = 5.0
optical_permittivity, static_permittivity = 2.2, 3.9
trap_density = 1e12                    # electrons per cm^2, sheet at mid-film
breakdown_field = 1.2                  # eV/nm, rough
assert field * thickness > barrier     # the barrier is a full triangle

# ---- test: band-edge mass and decay constant of the two-band Hamiltonian ----
hv = interband_velocity(gap, mass)


def hamiltonian(k):
    return np.array([[gap / 2, hv * k], [hv * k, -gap / 2]])


dk = 0.02
band = [np.linalg.eigvalsh(hamiltonian(k))[-1] for k in (-dk, 0.0, dk)]
curvature = (band[0] - 2 * band[1] + band[2]) / dk**2
mass_from_band = 2 * H2M / curvature
assert abs(mass_from_band / mass - 1) < 1e-3
for depth in (0.5, 2.0, 4.5, 8.0):
    levels = np.linalg.eigvals(hamiltonian(1j * franz_kappa(depth, gap, mass)))
    assert np.min(abs(levels - (gap / 2 - depth))) < 1e-7

# ---- test: closed form against quadrature over position ----
worst_quadrature = 0.0
for test_gap in (3.6, 4.5, 9.0, 36.0):
    integral = quad(lambda x: kappa_from_generator(barrier - field * x, test_gap, mass),
                    0, barrier / field, epsabs=1e-7, epsrel=1e-7, limit=200)[0]
    error = abs(2 * integral / franz_exponent(barrier, test_gap, mass, field) - 1)
    worst_quadrature = max(worst_quadrature, error)
assert worst_quadrature < 1e-5

# ---- test: bounds, series and the infinite-gap limit ----
mp.mp.dps = 30


def gap_factor_quadrature(u):
    # s = u t^2 removes the square-root end point at s = 0
    return 3 * mp.quad(lambda t: t**2 * mp.sqrt(1 - u * t**2), [0, 1])


for u in (0.001, 0.01, 0.1, 0.4, 0.8, 1.0):
    g = float(gap_factor_quadrature(mp.mpf(u)))
    assert abs(g - gap_factor(u)) < 1e-8
    assert 1 - 0.6 * u <= g <= 1 - 0.3 * u
for u in (0.001, 0.01, 0.05):
    g = gap_factor_quadrature(mp.mpf(u))
    assert abs((1 - g) / u - (mp.mpf(3) / 10 + 3 * mp.mpf(u) / 56)) < u**2
assert abs(float(gap_factor_quadrature(mp.mpf(1))) - 3 * np.pi / 16) < 1e-9

# ---- test: with the interband velocity held fixed the exponent diverges ----
fixed_velocity = []
for test_gap in (900.0, 3600.0):
    scaled_mass = test_gap * H2M / hv**2
    fixed_velocity.append(2 / field * quad(
        lambda e: franz_kappa(e, test_gap, scaled_mass), 0, barrier)[0])
velocity_ratio = fixed_velocity[1] / fixed_velocity[0]
assert abs(velocity_ratio - 2) < 0.01

# ---- test: slope of -ln T against 1/field from the full wave equation ----
# Corrections to the slope fall as field^2; 0.3 percent covers them here.
high, low = 0.5, 0.35
wave_rows = []
for test_gap, kinetic in ((4.5, 5.0), (9.0, 5.0), (9.0, 10.0), (36.0, 5.0)):
    log_high = two_band_log_transmission(barrier, test_gap, mass, high, kinetic)
    log_low = two_band_log_transmission(barrier, test_gap, mass, low, kinetic)
    slope = (log_high - log_low) / (1 / low - 1 / high)
    predicted = franz_exponent(barrier, test_gap, mass, 1.0)
    wave_rows.append((test_gap, kinetic, slope, predicted))
    assert abs(slope / predicted - 1) < 3e-3

# ---- worked example ----
u = barrier / gap
factor = gap_factor(u)
s_franz = franz_exponent(barrier, gap, mass, field)
s_parabolic = parabolic_exponent(barrier, mass, field)
apparent_mass = mass * factor**2
apparent_barrier = barrier * factor**(2 / 3)
s_direct = 2 / field * quad(lambda e: franz_kappa(e, gap, mass), 0, barrier)[0]
assert abs(parabolic_exponent(barrier, apparent_mass, field) / s_direct - 1) < 1e-6
assert abs(parabolic_exponent(apparent_barrier, mass, field) / s_direct - 1) < 1e-6

# ---- neglected effects, each for the example's own numbers ----


def unequal_mass_kappa(depth, hole_mass):
    conduction = mass * depth
    valence = hole_mass * (gap - depth)
    return np.sqrt(conduction * valence / (conduction + valence) / H2M)


s_equal = 2 / field * quad(lambda e: unequal_mass_kappa(e, mass), 0, barrier)[0]
assert abs(s_equal / s_franz - 1) < 1e-6
s_heavy = 2 / field * quad(lambda e: unequal_mass_kappa(e, valence_mass), 0, barrier)[0]

image_strength = COULOMB / (4 * optical_permittivity)
discriminant = np.sqrt(barrier**2 - 4 * field * image_strength)
x_in, x_out = (barrier - discriminant) / (2 * field), (barrier + discriminant) / (2 * field)
s_image = 2 * quad(lambda x: franz_kappa(barrier - field * x - image_strength / x,
                                         gap, mass), x_in, x_out, limit=200)[0]
image_lowering = 2 * np.sqrt(field * image_strength)

field_shift = 4 * np.pi * COULOMB * trap_density * 1e-14 / (2 * static_permittivity)


def charged_depth(x):
    # trapped electrons raise the barrier; the total film voltage is unchanged
    return barrier - field * x + field_shift * min(x, thickness - x)


x_turn = brentq(charged_depth, 0, thickness)
middle = thickness / 2
assert x_turn > middle
s_trapped = 2 * sum(quad(lambda x: franz_kappa(charged_depth(x), gap, mass), a, b)[0]
                    for a, b in ((0, middle), (middle, x_turn)))


def relative_transmission(energy):
    return np.exp(s_franz - franz_exponent(barrier - energy, gap, mass, field))


cold = quad(lambda e: -e * relative_transmission(e), -2.5, 0)[0]


def thermal_ratio(temperature):
    kt = KB * temperature
    hot = sum(quad(lambda e: kt * np.logaddexp(0, -e / kt) * relative_transmission(e),
                   a, b, limit=200)[0] for a, b in ((-2.5, 0), (0, 2.5)))
    return hot / cold


s_higher = franz_exponent(barrier + 0.1, gap, mass, field)
log_wave = two_band_log_transmission(barrier, gap, mass, field, electrode_energy)

# ---- output ----
print(f"barrier {barrier:.2f} eV, gap {gap:.2f} eV, band-edge mass {mass:.2f} m_e")
print(f"film thickness {thickness:.1f} nm, field {10*field:.1f} MV/cm")
print(f"film voltage drop {field*thickness:.2f} V")
print(f"tunnelling distance {barrier/field:.2f} nm")
print(f"hbar^2/(2 m_e) = {H2M:.6f} eV nm^2")
print(f"interband hbar*v = {hv:.4f} eV nm")
print(f"mass from numerical band curvature {mass_from_band:.4f} m_e")
print(f"kappa at cathode: Franz {franz_kappa(barrier, gap, mass):.3f} 1/nm, "
      f"parabolic {np.sqrt(mass*barrier/H2M):.3f} 1/nm")
print(f"u = barrier/gap = {u:.3f}; G(u) = {factor:.5f}")
print(f"bounds on G: {1-0.6*u:.3f} to {1-0.3*u:.3f}")
print(f"series for G to second order {1-0.3*u-3*u*u/56:.5f}")
print(f"exponent S: Franz {s_franz:.3f}, parabolic {s_parabolic:.3f}")
print(f"slope S*F: Franz {10*s_franz*field:.1f} MV/cm, "
      f"parabolic {10*s_parabolic*field:.1f} MV/cm")
print(f"exp(-S): Franz {np.exp(-s_franz):.3e}, parabolic {np.exp(-s_parabolic):.3e}")
print(f"transmission factor Franz/parabolic {np.exp(s_parabolic-s_franz):.1f}")
print(f"apparent parabolic mass {apparent_mass:.4f} m_e")
print(f"apparent parabolic barrier {apparent_barrier:.3f} eV")
print("gap sweep at fixed mass, barrier and field:")
for sweep_gap in (3.6, 4.5, 6.0, 9.0, 18.0, 36.0, 360.0, 3600.0):
    print(f"  gap {sweep_gap:.1f} eV: G {gap_factor(barrier/sweep_gap):.5f}, "
          f"S {franz_exponent(barrier, sweep_gap, mass, field):.3f}")
print(f"fixed velocity: S(gap 3600 eV)/S(gap 900 eV) = {velocity_ratio:.4f}")
print(f"worst relative error, closed form vs quadrature {worst_quadrature:.1e}")
print(f"wave-equation slopes between {10*low:.1f} and {10*high:.1f} MV/cm:")
for test_gap, kinetic, slope, predicted in wave_rows:
    print(f"  gap {test_gap:.1f} eV, electrode energy {kinetic:.0f} eV: wave {10*slope:.2f}, "
          f"formula {10*predicted:.2f} MV/cm")
print("neglected effects (change of S, or factor on current):")
print(f"  valence mass {valence_mass:.1f} m_e: S {s_heavy:.3f}, "
      f"change {s_heavy-s_franz:+.3f}")
print(f"  image force, optical permittivity {optical_permittivity:.1f}: "
      f"top lowered {image_lowering:.3f} eV")
print(f"  image force: S {s_image:.3f}, change {s_image-s_franz:+.3f}")
print(f"  trapped electrons {trap_density:.0e} cm^-2 at mid-film, "
      f"static permittivity {static_permittivity:.1f}")
print(f"  trapped charge: cathode field change {-10*field_shift:+.3f} MV/cm, "
      f"S change {s_trapped-s_franz:+.3f}")
print(f"  barrier higher by 0.1 eV: S change {s_higher-s_franz:+.3f}")
print(f"  current relative to 0 K: {thermal_ratio(300):.3f} at 300 K, "
      f"{thermal_ratio(400):.3f} at 400 K")
print(f"  wave prefactor T*exp(S), electrode energy {electrode_energy:.0f} eV: "
      f"{np.exp(log_wave+s_franz):.3f}")
print(f"  field / rough breakdown field of {10*breakdown_field:.0f} MV/cm: "
      f"{field/breakdown_field:.2f}")
print(f"  energy above conduction edge at anode {field*thickness-barrier:.2f} eV")
print("verified")
```

Running it gives:

```
barrier 3.60 eV, gap 9.00 eV, band-edge mass 0.55 m_e
film thickness 6.0 nm, field 8.0 MV/cm
film voltage drop 4.80 V
tunnelling distance 4.50 nm
hbar^2/(2 m_e) = 0.038100 eV nm^2
interband hbar*v = 0.7896 eV nm
mass from numerical band curvature 0.5500 m_e
kappa at cathode: Franz 5.584 1/nm, parabolic 7.209 1/nm
u = barrier/gap = 0.400; G(u) = 0.86973
bounds on G: 0.760 to 0.880
series for G to second order 0.87143
exponent S: Franz 37.619, parabolic 43.254
slope S*F: Franz 301.0 MV/cm, parabolic 346.0 MV/cm
exp(-S): Franz 4.594e-17, parabolic 1.641e-19
transmission factor Franz/parabolic 279.9
apparent parabolic mass 0.4160 m_e
apparent parabolic barrier 3.280 eV
gap sweep at fixed mass, barrier and field:
  gap 3.6 eV: G 0.58905, S 25.478
  gap 4.5 eV: G 0.70601, S 30.538
  gap 6.0 eV: G 0.79401, S 34.344
  gap 9.0 eV: G 0.86973, S 37.619
  gap 18.0 eV: G 0.93767, S 40.558
  gap 36.0 eV: G 0.96944, S 41.932
  gap 360.0 eV: G 0.99699, S 43.124
  gap 3600.0 eV: G 0.99970, S 43.241
fixed velocity: S(gap 3600 eV)/S(gap 900 eV) = 2.0018
worst relative error, closed form vs quadrature 1.3e-15
wave-equation slopes between 3.5 and 5.0 MV/cm:
  gap 4.5 eV, electrode energy 5 eV: wave 244.39, formula 244.30 MV/cm
  gap 9.0 eV, electrode energy 5 eV: wave 300.96, formula 300.95 MV/cm
  gap 9.0 eV, electrode energy 10 eV: wave 300.96, formula 300.95 MV/cm
  gap 36.0 eV, electrode energy 5 eV: wave 335.45, formula 335.46 MV/cm
neglected effects (change of S, or factor on current):
  valence mass 5.0 m_e: S 42.471, change +4.852
  image force, optical permittivity 2.2: top lowered 0.724 eV
  image force: S 35.859, change -1.760
  trapped electrons 1e+12 cm^-2 at mid-film, static permittivity 3.9
  trapped charge: cathode field change -0.232 MV/cm, S change +0.621
  barrier higher by 0.1 eV: S change +1.399
  current relative to 0 K: 1.253 at 300 K, 1.517 at 400 K
  wave prefactor T*exp(S), electrode energy 5 eV: 1.920
  field / rough breakdown field of 12 MV/cm: 0.67
  energy above conduction edge at anode 1.20 eV
verified
```
